# Weibull Slope and Thickness in the Independent-Column Model of Oxide Breakdown, part 2

How does the spread of breakdown times of identical gate oxides under constant stress depend on their thickness? An oxide of area $A$ and thickness $d$ is divided into cubic cells of edge $a$, which form

$$N=\frac{A}{a^2}\ \text{columns, each with}\quad n=\frac{d}{a}\ \text{cells}.$$

Defects appear at random, independently, and do not heal. The mean number per cell at time $t$ is

$$m(t)=\left(\frac{t}{\tau}\right)^{\alpha},\qquad \alpha>0,$$

so that $dm/d\ln t=\alpha m$. The constants $\alpha$, $\tau$ and $a$ are taken to be the same for all thicknesses. A cell is occupied, with probability $q=1-e^{-m}$, if it holds at least one defect. A column is complete, with probability $x=q^n$, if all its cells are occupied. The device fails when its first column is complete. The failed fraction $F$ obeys

$$H=-\ln(1-F)=-N\ln(1-q^n).$$

With $W=\ln H$, $u=H/N=-\ln(1-x)$ and $\phi(y)=(e^y-1)/y$, the local Weibull slope $\beta=dW/d\ln t$ satisfies

$$\beta=\alpha n\frac{\phi(u)}{\phi(m)},\qquad \alpha n\left(1-\frac m2\right)\le\beta\le\alpha n .$$

The time at which a fraction $F$ has failed is $t_F$. The subscript 63 marks values at $H=1$, where $F$ is 63.2 %. For large $N$,

$$q_{63}\simeq N^{-1/n}=e^{-(\ln N)/n}.$$

In the dilute limit, where few cells are occupied, the simple law $\beta\simeq\alpha n$ holds, and $t_{63}\simeq\tau N^{-1/(\alpha n)}$.

The model was also checked by a Monte Carlo simulation in which defects fell one at a time into random cells until a column was full. A single Weibull slope was fitted to the failure times, and the largest gap between the simulated failed fraction and $F(t)$ was recorded.

Q: Let me see an example with actual times.

A: Take round model parameters that stand for no particular material: $a=1$ nm, $A=100$ µm², $\alpha=0.4$ and $\tau=10^{12}$ s. The area is $10^8$ nm², so $N=10^8$. For a thickness of 4 nm, $n=4$ and

$$q_{63}=(10^8)^{-1/4}=0.01,\qquad m_{63}=-\ln(0.99)=0.01005 .$$

The exponent $1/\alpha$ is 2.5, which gives

$$t_{63}=10^{12}\,\text{s}\times(0.01005)^{2.5}=1.01\times10^7\ \text{s},$$

or 117 days. The slope is close to $1.6\times(1-0.0050)=1.592$. Other thicknesses give:

| $d$ (nm) | $m_{63}$ | slope | $\alpha n$ | $t_{63}$ (s) |
|---|---|---|---|---|
| 2 | 0.00010 | 0.800 | 0.8 | $1.00\times10^2$ |
| 3 | 0.0022 | 1.199 | 1.2 | $2.16\times10^5$ |
| 4 | 0.0101 | 1.592 | 1.6 | $1.01\times10^7$ |
| 6 | 0.048 | 2.34 | 2.4 | $4.92\times10^8$ |
| 10 | 0.173 | 3.66 | 4.0 | $1.24\times10^{10}$ |
| 20 | 0.51 | 6.14 | 8.0 | $1.84\times10^{11}$ |
| 40 | 1.00 | 9.33 | 16.0 | $9.92\times10^{11}$ |

Q: The thicker oxide tolerates more defects per cell. Why, if they are spread equally?

A: A complete column is expected somewhere in the device when $Nq^n$ is about 1. A longer column needs more coincidences, so each cell must be occupied with a higher probability before one of the $N$ columns succeeds. The formula $q_{63}\simeq N^{-1/n}$ shows this: the exponent $-1/n$ moves toward zero as $n$ grows, and $q_{63}$ moves toward 1. The same growth of $q_{63}$ eventually spoils the proportionality.

Q: At 40 nm the slope is 9.3, when your simple law says 16. Does it stop growing?

A: No, but it grows much more slowly. Consider $N\gg1$ and $n\gg\ln N$, and write $L=\ln N$. At 63.2 % the occupation is $q\simeq e^{-L/n}$, so the empty fraction is $1-q\simeq L/n$. Therefore

$$m=-\ln(1-q)\simeq\ln\frac nL,\qquad e^m-1=\frac{q}{1-q}\simeq\frac nL .$$

Also $u=1/N$, so $\phi(u)\simeq1$. The slope becomes

$$\beta\simeq\frac{\alpha n}{\phi(m)}=\frac{\alpha nm}{e^m-1}\simeq\alpha\ln N\,\ln\frac{n}{\ln N}.$$

It grows with the logarithm of the thickness.

Q: What has changed physically?

A: The device now waits for the last empty cells to fill. A column has on average $n(1-q)=ne^{-m}$ empty cells, and its chance of having none is $(1-e^{-m})^n$. The logarithm of this chance is $-ne^{-m}$, with a relative error of about $\ln N/(2n)$. If $n$ is large even compared with $(\ln N)^2$, which I assume for this picture, the chance itself is close to $e^{-ne^{-m}}$. Setting it equal to $1/N$ gives $ne^{-m}=\ln N$, as above. Near this time $H\simeq Ne^{-ne^{-m}}$, so $W\simeq\ln N-ne^{-m}$. The mean number of empty cells falls with $\ln t$ at the rate $\alpha m\,ne^{-m}=\alpha m\ln N$, and this rate is therefore the slope. The thickness now enters only through $m\simeq\ln(n/\ln N)$.

Q: Does that law reproduce the 40 nm entry?

A: No. It gives $0.4\times18.42\times\ln(40/18.42)=5.7$, well below 9.3, because 40 is not much larger than 18.42. The 40 nm oxide lies between the two regimes. The law was tested at a formal value of $n=10^8$, where it and the full model both give 114.3. That column would be 0.1 m long, so the number checks the mathematics and describes no gate oxide.

Q: There is a theorem that the smallest of many independent, identically distributed times tends to a Weibull distribution if the distribution of a single time starts as a power of time, as it does for your columns. Why does the thick oxide escape it?

A: It does not, but the order of the limits matters. Keep $n$ fixed and let $N$ grow at a fixed value of $H$. Then $u=H/N$ tends to zero, so $q$ and $m$ tend to zero, and the bounds force $\beta\to\alpha n$. A larger area therefore moves the device toward the simple law. If $n$ grows while $N$ is fixed, $q_{63}$ tends to 1 instead. A large number of columns does not by itself secure the limit; it has to be large enough for the given column length.

Q: Your 2 nm oxide fails after 100 s and your 4 nm oxide after 117 days. You need one power law over that whole range.

A: We do, and this is a strong demand. Suppose that $m(t)$ is some other increasing function, with local exponent

$$s(t)=\frac{d\ln m}{d\ln t}.$$

In the chain of derivatives the only change is $dm/d\ln t=sm$ in place of $\alpha m$. The slope becomes

$$\beta=s(t)\,n\,\frac{\phi(u)}{\phi(m)} .$$

Thin and thick oxides are then measured with different values of $s$, since they fail at different times. If defect generation slows down and $s$ falls with time, the thicker oxide has a smaller slope than proportionality predicts, even at small $m$. A departure from proportionality is therefore not by itself evidence that cells are densely occupied.

Q: If I do find a straight line through the origin, can I read off the size of a defect?

A: You can read off a ratio. The gradient of $\beta$ against $d$ is $\alpha/a$, and doubling both $\alpha$ and $a$ leaves it unchanged. The dilute slopes alone therefore do not give $a$. For the example the gradient in the dilute limit is 0.4 per nm, and at thicknesses of 2, 4 and 6 nm this would be equally consistent with $\alpha=0.8$ and $a=2$ nm. Further information is needed, for example a separate measurement of the exponent of defect generation. If $\tau$ is truly the same for all thicknesses, the scale times can supply it: $\ln t_{63}\simeq\ln\tau-(\ln N)/\beta$, so the gradient of $\ln t_{63}$ against $1/\beta$ gives $N$ and hence $a=\sqrt{A/N}$. The 2 nm and 4 nm rows of the example give $a\simeq0.95$ nm in this way, against the true 1 nm.

Q: Why should a designer care about the slope, if $t_{63}$ is long enough?

A: Because a product must survive to a much smaller failed fraction than 63.2 %. In the dilute limit $H=(t/t_{63})^\beta$, so

$$\frac{t_F}{t_{63}}=H^{1/\beta}.$$

Take $F=10^{-4}$, for which $H\simeq10^{-4}$. With 2 nm, $1/\beta=1.25$ and the ratio is $10^{-5}$: the 100 s shrink to $10^{-3}$ s. With 4 nm, $1/\beta=0.625$ and the ratio is $3.16\times10^{-3}$. The thin oxide has the shorter $t_{63}$ and also loses a larger factor in going to early failures. This counts only defects created by the stress in a uniform film; in real devices the earliest failures can instead come from fabrication flaws or local thinning, which the model does not contain.

Q: Is the 4 nm figure correct when the slope is not constant?

A: Nearly. The full model gives a ratio of $3.13\times10^{-3}$, about 1 % lower, and a time of $3.17\times10^4$ s. The sign of the difference can be derived. Since $d\ln t=dW/\beta$, and $W=0$ at 63.2 %,

$$\ln\frac{t_F}{t_{63}}=-\int_{\ln H}^{0}\frac{dW}{\beta}\le-\int_{\ln H}^{0}\frac{dW}{\alpha n}=\frac{\ln H}{\alpha n}.$$

The inequality uses $\beta\le\alpha n$ and holds for $H<1$. The simple law with slope $\alpha n$, started from the true $t_{63}$, therefore never underestimates the early failure time in this model. For a reliability estimate that is the unsafe side, though here by a small amount.

Q: And if I test small capacitors but sell a chip with a hundred times the area?

A: At a given time $H$ is proportional to $N$, and hence to area, because $H=-N\ln(1-q^n)$. When the large device reaches $H=1$, the small one has $H=1/100$. Area scaling is thus the same question as early failure in the small device. In the dilute limit

$$\frac{t_{63}(100A)}{t_{63}(A)}=100^{-1/\beta}.$$

For 4 nm this is $100^{-0.625}=0.0562$, while the full model gives 0.0558. The ratio lies below the simple law for the reason just derived. The large device also has its 63.2 % point at a smaller $m$, so its slope there is closer to $\alpha n$.

Q: A high-k gate stack is not one oxide. It has a thin interlayer beneath the high-k film. Does the slope still measure total thickness?

A: In general it does not. Let the interlayer have $n_1$ cells per column and the high-k film $n_2$, with equal cell edges and their own generation laws $m_i=(t/\tau_i)^{\alpha_i}$. If a chain must bridge both layers, a column is complete with probability

$$x=q_1^{n_1}q_2^{n_2},\qquad q_i=1-e^{-m_i}.$$

It is convenient to differentiate logarithms. For each layer

$$\frac{d\ln q_i}{d\ln t}=\frac{\alpha_i m_ie^{-m_i}}{1-e^{-m_i}}=\frac{\alpha_i m_i}{e^{m_i}-1}=\frac{\alpha_i}{\phi(m_i)} .$$

With $u=-\ln(1-x)$ as before,

$$\frac{d\ln u}{d\ln x}=\frac{x}{u(1-x)}=\frac{e^u-1}{u}=\phi(u).$$

Since $\ln x=n_1\ln q_1+n_2\ln q_2$, the chain rule gives

$$\beta=\phi(u)\left[\frac{\alpha_1n_1}{\phi(m_1)}+\frac{\alpha_2n_2}{\phi(m_2)}\right].$$

When both $m_i$ are small, this becomes $\beta\simeq\alpha_1n_1+\alpha_2n_2$.

Q: So the slope is still linear in the high-k thickness.

A: In the dilute limit it is linear with an offset. At fixed interlayer, a plot of the dilute slope against high-k thickness extrapolates to $\alpha_1n_1$ at zero, not to the origin. Take $n_1=1$, $\alpha_1=0.3$, $\alpha_2=0.5$, with $\tau=10^{12}$ s in both layers and $N=10^8$ as before. The slopes at 63.2 % are:

| high-k cells | slope | $\alpha_1n_1+\alpha_2n_2$ | $t_{63}$ (s) |
|---|---|---|---|
| 2 | 1.297 | 1.3 | $7.06\times10^5$ |
| 3 | 1.789 | 1.8 | $3.66\times10^7$ |
| 4 | 2.268 | 2.3 | $3.45\times10^8$ |

Doubling the high-k film from two to four cells raises the slope by a factor of 1.75, not 2. Total thickness does not restore proportionality either: the dilute slopes per cell are $1.3/3=0.43$ and $2.3/5=0.46$, because the two layers have different exponents.

Q: What if the interlayer breaks first and the voltage moves to the high-k film?

A: Then this calculation does not apply as it stands. I assumed that each layer keeps its own generation law until a whole column is complete. A local failure that raises the field in the other layer would change $m_2$ in that column and tie its rate to the state of the interlayer. The product $q_1^{n_1}q_2^{n_2}$ would no longer be justified. If the interlayer alone decided failure, the first model would apply to it, with dilute slope $\alpha_1n_1$, whatever the high-k thickness.

Q: And if the defects prefer to form next to one another?

A: Then the cells are not independent, and the step from $q$ to $q^n$ fails. The probability of a complete column would depend on how the correlations run along it. The proportional law was derived here for independent cells, a common power law for all thicknesses, and columns short enough that only a small fraction of all cells is occupied when the device fails. These conditions are sufficient. Correlated defects need a calculation of their own, which may or may not leave the slope proportional to thickness. The values behind these answers are collected in the numerical output below.

## Values computed for the example and the checks

```
Monte Carlo: alpha = 0.4, columns = 1000, devices per thickness = 4000
  n = 2: fitted slope 0.781, local slope at 63.2 % 0.788, alpha*n 0.80, CDF gap 0.0187
  n = 3: fitted slope 1.139, local slope at 63.2 % 1.138, alpha*n 1.20, CDF gap 0.0169
  n = 4: fitted slope 1.427, local slope at 63.2 % 1.449, alpha*n 1.60, CDF gap 0.0139
Example: cell edge 1.0 nm, area 100 um^2, alpha = 0.4, tau = 1e+12 s
  columns N = 1.000e+08, ln N = 18.42
Values at 63.2 % failure (d in nm, t63 in s):
  d =  1.0: m = 1.000e-08, slope = 0.4000, alpha*n = 0.4, ratio = 1.0000, t63 = 1.000e-08
  d =  2.0: m = 1.000e-04, slope = 0.8000, alpha*n = 0.8, ratio = 1.0000, t63 = 1.000e+02
  d =  3.0: m = 2.157e-03, slope = 1.1987, alpha*n = 1.2, ratio = 0.9989, t63 = 2.160e+05
  d =  4.0: m = 1.005e-02, slope = 1.5920, alpha*n = 1.6, ratio = 0.9950, t63 = 1.013e+07
  d =  5.0: m = 2.544e-02, slope = 1.9747, alpha*n = 2.0, ratio = 0.9873, t63 = 1.032e+08
  d =  6.0: m = 4.753e-02, slope = 2.3434, alpha*n = 2.4, ratio = 0.9764, t63 = 4.925e+08
  d = 10.0: m = 1.726e-01, slope = 3.6648, alpha*n = 4.0, ratio = 0.9162, t63 = 1.237e+10
  d = 20.0: m = 5.077e-01, slope = 6.1404, alpha*n = 8.0, ratio = 0.7675, t63 = 1.836e+11
  d = 40.0: m = 9.968e-01, slope = 9.3287, alpha*n = 16.0, ratio = 0.5830, t63 = 9.921e+11
4 nm: dilute-limit t63 = 1.000e+07 s; full t63 = 117.2 days
2 nm, F = 1e-04: t = 1.000e-03 s, t/t63 = 9.999e-06, Weibull law 1.000e-05
4 nm, F = 1e-04: t = 3.166e+04 s, t/t63 = 3.127e-03, Weibull law 3.162e-03
4 nm, area x 100: t63 ratio = 0.05575, power law 0.05623
Formal thick limit, n = 1e+08: slope = 114.261, logarithmic law 114.261
Two-layer stack: interlayer alpha = 0.3, cells = 1; high-k alpha = 0.5; tau = 1e+12 s in both
  high-k cells = 2: slope at 63.2 % = 1.2974, dilute sum = 1.30, t63 = 7.060e+05 s
  high-k cells = 3: slope at 63.2 % = 1.7885, dilute sum = 1.80, t63 = 3.659e+07 s
  high-k cells = 4: slope at 63.2 % = 2.2680, dilute sum = 2.30, t63 = 3.446e+08 s
```
